Why a small change between relaxation sweeps can hide a large error

**Q:** I have computed the electrostatic potential V(r) of the hydrogen 1s density by relaxation. In atomic units the density is n = exp(−2r)/π. With U = rV, Poisson's equation (1/r)(rV)″ = −4πn becomes

−U″ = f, f = 4r exp(−2r).

V is finite at the origin, so U(0) = 0. Almost all the charge lies within R = 10 bohr, so I set U(R) = 1. On the grid r_j = jh, with N = 100 intervals of h = 0.1 bohr, the equations are

(−U_{j−1} + 2U_j − U_{j+1})/h² = f_j.

I start from the straight line U = r/R and use damped Jacobi sweeps. Each sweep solves equation j for U_j with the old neighbours, then moves U_j a fraction ω = 2/3 of the way to that value:

U_j(new) = U_j + (ω/2)(U_{j−1} − 2U_j + U_{j+1} + h²f_j).

At sweep 8061 the root-mean-square (rms) change over the interior points fell below 10⁻⁵, and I stopped. The numbers have stopped moving, so U must be correct to about 10⁻⁵.

**A:** Try it on a quantity with a known value, the electrostatic self-energy of the density:

E = ½∫ nV d³r = ½∫ [exp(−2r)/π](U/r) 4πr² dr = 2∫ r exp(−2r) U dr.

Without the cut at R, the solution is U = 1 − (1+r)exp(−2r). It vanishes at r = 0 and tends to 1. Its first derivative is (1+2r)exp(−2r) and its second is −4r exp(−2r), as required. Using ∫ rⁿ exp(−ar) dr = n!/aⁿ⁺¹ from zero to infinity,

E = 2[1/4 − 1/16 − 2/64] = 5/16 = 0.3125 hartree.

What does your U give?

**Q:** With the trapezoidal rule, 0.3063 hartree. Yet the last sweep changed the energy by only 2.1 × 10⁻⁶ hartree. Perhaps my grid is too coarse.

**A:** The two errors can be separated. Your grid equations are tridiagonal, so direct elimination solves them without any sweeps. That solution, u\*, gives 0.3127 hartree with the same integration rule. The grid therefore accounts for an error of +2.0 × 10⁻⁴ hartree. The unfinished iteration accounts for −6.4 × 10⁻³ hartree, or −0.17 eV, about three thousand times your last energy change.

The potential shows the same thing. The rms distance between your U and u\* is 0.030, while your last rms change was 1.0 × 10⁻⁵. From here on, "error" means distance from u\*, with the discretization error left out.

**Q:** How can the iteration be so far from its limit and hardly move?

**A:** The error is the sum of all the changes still to come. Suppose each change is ρ times the one before, with 0 < ρ < 1. If the last change had size d, the distance still to go is

ρd + ρ²d + ρ³d + … = ρd/(1−ρ).

The distance before the last sweep was larger by d:

d + ρd/(1−ρ) = d/(1−ρ).

In your run ρ = 0.999671, so 1/(1−ρ) is about 3040, and 3040 × 1.0 × 10⁻⁵ = 0.030. Each step is tiny, but thousands of nearly equal steps in the same direction remain.

**Q:** You assumed that the changes shrink geometrically. Why should they?

**A:** Collect the interior values in a vector u. A sweep is linear, so

u_k = G u_{k−1} + c,

where c holds the source and the boundary value. The grid solution is left unchanged by a sweep: u\* = G u\* + c. Write e_k = u_k − u\* for the error and d_k = u_k − u_{k−1} for the change. Subtracting the two equations removes c:

e_k = G e_{k−1}.

Since u\* cancels in a difference of iterates,

d_k = e_k − e_{k−1} = −(I − G) e_{k−1}.

The change is thus the error filtered by I − G. In your sweep, neighbouring points enter each other's updates with the same weight ω/2, so G is symmetric and has orthonormal eigenvectors. Let λ_m be its eigenvalues and a_m the components of e_{k−1}. The components of d_k are −(1−λ_m)a_m, and orthonormality gives

|d_k|² = Σ (1−λ_m)² a_m².

Let ρ be the spectral radius, the largest |λ_m|, and let it be below 1 so that the iteration converges. Every λ_m lies between the smallest eigenvalue λ_min and ρ, so every factor 1−λ_m lies between 1−ρ and 1−λ_min. Therefore

|d_k|/(1−λ_min) ≤ |e_{k−1}| ≤ |d_k|/(1−ρ).

The rms value is the vector length divided by √(N−1), so these bounds hold for it too. Where the error falls between them depends on its shape.

**Q:** Which shapes are the dangerous ones?

**A:** The smooth ones. Take v_j = sin(jθ) with θ = mπ/N and m = 1, …, N−1, which vanishes at both ends as an error must. Because

sin((j−1)θ) + sin((j+1)θ) = 2cosθ sin(jθ),

a sweep without source multiplies v by

λ_m = 1 + (ω/2)(2cosθ − 2) = 1 − ω(1 − cosθ) = 1 − 2ω sin²(mπ/2N).

These are N−1 different eigenvalues, hence all of them. For ω = 2/3 they run from just below 1 at m = 1 to just above −1/3 at m = N−1, so ρ = λ_1. For a single mode,

error before the sweep / change = 1/(1−λ_m) = 1/[2ω sin²(mπ/2N)].

On your grid this ratio is 3040 for m = 1, 30.6 for m = 10, 1.5 for m = 50 and 0.75 for m = 99. For the roughest modes your reading of the change is reasonable.

The reason is local. The change at a point is ω/2 times the second difference of the error there, so a sweep sees how strongly the error bends and not how large it is. A long, gentle arch has little curvature even when it is high.

**Q:** Then a finer grid should help, since it represents everything better.

**A:** It lowers the discretization error but makes this problem worse. For small angles sin x ≈ x, so for m = 1

1/(1−ρ) ≈ 2N²/(ωπ²).

Doubling N in the same box makes the factor about four times larger: 760 for N = 50, 3040 for N = 100 and 12,159 for N = 200. The same tolerance on the change then permits about four times the error: from your straight line the error at the stop is 0.0076, 0.030 and 0.12 for these three grids. The growth levels off near the starting error of about 0.48, giving 0.36 for N = 400 and 0.48 for N = 800.

**Q:** My starting error was surely a mixture of modes. Does the factor 3040 apply from the first sweep?

**A:** Only as an upper bound. In your first sweep the error was 649 times the change. If the starting error has components b_m, then after k sweeps they are b_m λ_m^k. Relative to the smoothest mode, component m has shrunk by (λ_m/λ_1)^k, which tends to zero because |λ_m| < λ_1 for all the others. Once the smoothest mode dominates the change, which happens later than for the error (at sweep 1000 it carries 97% of the squared error but 69% of the squared change), each change is λ_1 times the previous one, which is the geometric sequence assumed earlier.

This needs b_1 ≠ 0, and that holds here. Since f_j > 0, the grid solution is concave and lies above your straight line. The starting error thus has one sign throughout, as does the m = 1 sine, and their overlap cannot vanish. When you stopped, that mode carried the whole squared error to seven decimals.

**Q:** So for any relaxation with a symmetric G, I wait long enough and divide the change by 1−ρ?

**A:** Not for any. The rule can fail when −ρ is an eigenvalue. If +ρ is not an eigenvalue, any nonzero component of the −ρ mode eventually dominates and the ratio of error to change tends to 1/(1+ρ). If both are eigenvalues, the outcome depends on how much of each mode the starting error contains. Set ω = 1, which is undamped Jacobi. Then λ_m = 1 − 2sin²(mπ/2N) = cos(mπ/N), and the extreme eigenvalues are +cos(π/N) and −cos(π/N), equal in magnitude. The roughest mode now fades as slowly as the smoothest, but it changes sign at every sweep. Each step jumps across the solution to nearly the same distance on the other side, so the change is almost twice the error:

error before the sweep / change = 1/(1+ρ) = 0.5001 for N = 100.

Here 1/(1−ρ) is 2027. The upper bound still holds but says little about this mode. Your smooth starting error contains almost none of it, about 3 × 10⁻⁸ of the m = 1 component, so from the straight line the late ratio is still 2027; a rough starting error can bring it down to order 1. With ω = 2/3 the negative eigenvalues stay above −1/3, so such modes die out quickly.

If G is not symmetric, d_k = −(I−G)e_{k−1} remains true. The bounds on lengths do not follow, because their derivation used orthonormal eigenvectors.

**Q:** In a real calculation I know neither u\* nor ρ. What can I monitor?

**A:** The ratio of successive changes, q = |d_k|/|d_{k−1}|. When one mode with positive eigenvalue dominates both the change and the error, q approaches its eigenvalue, which is ρ once that mode is the slowest one, and the error left after the sweep is estimated by

|e_k| ≈ q|d_k|/(1−q).

For your run, with the actual error taken from the direct solution:

- sweep 10: q = 0.990538, estimate 0.071, actual 0.483
- sweep 100: q = 0.996321, estimate 0.113, actual 0.456
- sweep 1000: q = 0.999340, estimate 0.186, actual 0.314
- sweep 8061: q = 0.999671, estimate 0.0304, actual 0.0304

**Q:** The early estimates are all too small. Is that bad luck?

**A:** There is a systematic cause. Since d_k = G d_{k−1}, q² is an average of the λ_m², weighted by the squared components of d_{k−1}. An average cannot exceed the largest member, so q ≤ ρ, and the factor q/(1−q) cannot exceed ρ/(1−ρ). Those weights contain (1−λ_m)², which favours the rougher modes, so early on q describes modes that are not the main part of the error. While q is still rising, the estimate should not be trusted.

**Q:** How much longer should I have run to get the error itself below 10⁻⁵?

**A:** The remaining error of 0.03038 must shrink by a factor of 3038. With p further sweeps, ρ^p = 1/3038, so

p = ln 3038/(−ln ρ) ≈ 8.019/(3.290 × 10⁻⁴) ≈ 24,370.

Continuing the run confirms this: the error passes below 10⁻⁵ at sweep 32,434, which is 24,373 sweeps after your stop. The estimate q|d_k|/(1−q) passes below it at the same sweep. In terms of the change alone, your tolerance should have been 10⁻⁵(1−ρ)/ρ, about 3.3 × 10⁻⁹.

**Q:** That is a lot of sweeps for one smooth arch. Is there an iteration for which a small change does mean a small error?

**A:** Each step has to change smooth errors too by an amount comparable to their size, and a coarser grid can do that by removing them quickly. Use this two-grid cycle:

1. Do one damped sweep with ω = 2/3.
2. Form the residual, f_j minus the left side of equation j. At each even point take ¼ of the left neighbour's residual, ½ of its own and ¼ of the right neighbour's.
3. With this as source, solve the same difference equation directly with spacing 2h and zero end values. Interpolate the result linearly and add it to u.
4. Do one more damped sweep.

**Q:** What does the coarse step do to an error mode?

**A:** It mixes modes in pairs. For m < N/2 let v_j = sin(jθ), and let w be mode N−m:

w_j = sin(jπ − jθ) = −(−1)^j v_j.

So w = −v at even points and w = +v at odd points. Put s = sin²(θ/2) and c = cos²(θ/2), so that s + c = 1 and c − s = cosθ. The difference operator, second difference with a minus sign divided by h², multiplies v by 4s/h² and w by 4c/h². Let V be the values of v at the even points.

Weighting turns v into ½(1+cosθ)V = cV. It turns w into −½(1−cosθ)V = −sV. The coarse operator has spacing 2h and angle 2θ, so it multiplies V by

4sin²θ/(2h)² = sin²θ/h² = 4sc/h².

Interpolating V gives v at even points and cosθ v at odd points. This is cv − sw, which equals (c+s)v at even points and (c−s)v at odd points.

The residual of an error e is minus the difference operator acting on e. For e = v it is −(4s/h²)v, which is weighted to −(4sc/h²)V. The coarse solution is −V, and the new error is

v − (cv − sw) = (1−c)v + sw = s(v + w).

For e = w the residual −(4c/h²)w is weighted to +(4sc/h²)V. The coarse solution is +V, and the new error is

w + (cv − sw) = cv + (1−s)w = c(v + w).

A smooth mode has small s, so it is almost removed. A rough one is not, and it also produces a smooth error cv of similar size, so the coarse step alone does not converge and sweeps are needed to damp the rough modes. Placing both sweeps before, or both after, the coarse step changes the first cycle but gives the same factor per cycle afterwards.

**Q:** And the whole cycle?

**A:** A sweep multiplies v by α = 1 − 4s/3 and w by β = 1 − 4c/3. Starting from av + bw, the first sweep gives aαv + bβw. The coarse step gives (sαa + cβb)(v + w), and the last sweep gives

(sαa + cβb)(αv + βw).

After one cycle the error in each pair is therefore proportional to αv + βw. Another cycle, with a = α and b = β, multiplies that shape by

sα² + cβ² = (s + c) − (8/3)(s² + c²) + (16/9)(s³ + c³).

Because s + c = 1, we have s² + c² = 1 − 2sc and s³ + c³ = 1 − 3sc. The terms in sc are +(16/3)sc and −(16/3)sc, which cancel, leaving

1 − 8/3 + 16/9 = 1/9.

The mode m = N/2 has no partner. It vanishes at even points and has opposite signs on either side of them, so the coarse grid does not see it. The two sweeps multiply it by (1 − 2/3)² = 1/9 as well.

From the second cycle on, then, e_k = e_{k−1}/9 for the whole error, and the change is −(8/9)e_{k−1}. The error before the cycle is 9/8 of the change, and the error left afterwards is 1/8 of it. For your problem, from the same straight line, the fourth cycle has an rms change of 6.3 × 10⁻⁶ and leaves an error of 7.9 × 10⁻⁷.

**Q:** So with this cycle my old stopping rule would have been safe.

**A:** Yes, for this model problem with an even N, ω = 2/3 and a direct coarse solution. Multigrid replaces that direct solution by further cycles on still coarser grids, and the factor 1/9 is not guaranteed by this derivation then. You would measure q again: if it settles well below 1, the error before a cycle is of similar size to the change, and the error left after it is roughly q/(1−q) times the change.
